# Electric Field Gradients in the Projector-Augmented-Wave Method: Derivation and Test, part 2

The problem is the electric field gradient (EFG) \(V_{ij}\), the traceless second derivative of the electrostatic potential at a nucleus \(\mathbf R\), with that nucleus's own potential left out. Hartree atomic units are used, and densities are electron number densities. A charge \(+Z\) on the \(z\) axis at distance \(d\) gives \(V_{zz}=2Z/d^3\). In PAW,

\[ V_{ij}=\tilde V_{ij}+V^1_{ij}[n^1]-V^1_{ij}[\tilde n^1]-V^1_{ij}[\hat n^R], \tag{1} \]

\[ V^1_{zz}[\nu]=-\sqrt{\frac{16\pi}{5}}\int_0^{r_c}\nu_{20}(r)\,\frac{dr}{r}. \tag{3} \]

\(\tilde V_{ij}\) is the plane-wave sum over \(\tilde n+\hat n\), \(r_c\) the sphere radius, \(\nu_{LM}\) a radial component and \(C=\sqrt{16\pi/5}\). \(Y_{LM}\) are real orthonormal harmonics, \(\mathbf u=\mathbf r/r\), \(CY_{20}=3u_z^2-1\), \(\langle\cdot\rangle=\oint\cdot\,d\Omega/4\pi\) for angular averages, and \(\langle u_z^{2k}\rangle=1/(2k+1)\). The lemma: a polynomial of degree below \(l\) is orthogonal on the sphere to every harmonic of degree \(l\).

The all-electron partial waves \(\phi_a=\phi_a(r)Y_{l_am_a}\), with \(\phi_a(r)\sim r^{l_a}\) at small \(r\), have smooth partners \(\tilde\phi_a\) and dual projectors \(\tilde p_a\). With \(c_{na}=\langle\tilde p_a|\tilde\psi_n\rangle\), \(\psi^1_n=\sum_ac_{na}\phi_a\) and \(\tilde\psi^1_n=\sum_ac_{na}\tilde\phi_a\), inside a sphere

\[ |\psi|^2=|\tilde\psi|^2+|\psi^1|^2-|\tilde\psi^1|^2+2\,\mathrm{Re}\,(\tilde\psi-\tilde\psi^1)^*(\psi^1-\tilde\psi^1). \tag{11} \]

The last (cross) term vanishes for complete partial waves and is otherwise dropped. With state weights \(f_n\),

\[ n=\tilde n+\sum_R(n^1-\tilde n^1),\quad n^1=\sum_{ab}D_{ab}\phi_a\phi_b,\quad\tilde n^1=\sum_{ab}D_{ab}\tilde\phi_a\tilde\phi_b,\quad D_{ab}=\sum_nf_nc^*_{na}c_{nb}. \tag{12} \]

\(D\) may be taken real and symmetric. With ion charge \(Z_v\), the sphere moments and compensation density are

\[ Q_{LM}=\int_0^{r_c}(n^1-\tilde n^1)_{LM}\,r^{L+2}dr-\delta_{L0}\frac{Z_v}{\sqrt{4\pi}}, \tag{13} \]

\[ \hat n^R=\sum_{LM}Q_{LM}\,g_L(r)Y_{LM},\qquad\int_0^{r_c}g_L\,r^{L+2}dr=1, \tag{15} \]

\[ n_{\rm tot}=(\tilde n+\hat n)+\sum_R\left[(n^1-Z_v\delta)-(\tilde n^1+\hat n^R)\right]. \tag{16} \]

Each bracket has no potential outside its sphere. Without \(\hat n^R\), an axial sphere gives, at a nucleus a distance \(d\) away along \(\pm z\),

\[ V_{zz}=-\sum_L(\pm1)^L\sqrt{\frac{4\pi}{2L+1}}\,\frac{(L+1)(L+2)\,Q_{L0}}{d^{L+3}}. \tag{14} \]

The "model" lines in the computed values compare the plane-wave sum, in a 12 bohr cubic box, with the radial integral to infinity for \(n=r^pe^{-2r^2}Y_{L0}\) and \(n=xz\,e^{-2r^2}\).

### Gaunt form and selection rules

Projecting \(n^1\) on \(Y_{LM}\) gives \(n^1_{LM}=\sum_{ab}D_{ab}\,\mathcal G^{LM}_{ab}\,\phi_a(r)\phi_b(r)\) with the Gaunt coefficient \(\mathcal G^{LM}_{ab}=\oint Y_{l_am_a}Y_{l_bm_b}Y_{LM}\,d\Omega\). Hence

\[ V^1_{zz}[n^1]-V^1_{zz}[\tilde n^1]=-C\sum_{ab}D_{ab}\,\mathcal G^{20}_{ab}\int_0^{r_c}\left(\phi_a\phi_b-\tilde\phi_a\tilde\phi_b\right)\frac{dr}{r}. \tag{17} \]

The radial integrals depend on the atomic data set alone and can be tabulated. Under \(\mathbf u\to-\mathbf u\) the integrand of \(\mathcal G^{2M}_{ab}\) takes the sign \((-1)^{l_a+l_b}\), so \(l_a+l_b\) must be even. The product \(Y_{l_am_a}Y_{2M}\) is a polynomial of degree \(l_a+2\) on the sphere, so the lemma requires \(l_b\le l_a+2\). The same argument on the other two pairings gives \(l_a\le l_b+2\) and \(2\le l_a+l_b\). The allowed channels are s-d, p-p, p-f, d-d, d-g, f-f and so on, while s-s, s-p and p-d are forbidden. The integrand of (17) starts as \(r^{l_a+l_b-1}\), that is as \(r\) for s-d and p-p and as \(r^3\) for p-f and d-d. The s-s integral \(\int\phi_s^2dr/r\) diverges at the origin, logarithmically, so a table of the radial integrals in (17) must leave out the s-s pairs. The integrals of the other forbidden pairs converge (s-p starts as \(r^0\), p-d as \(r^2\)) and are multiplied by a zero Gaunt coefficient. If the \(L=2\) density is formed first and integrated afterwards, no forbidden pair reaches the integral.

For the compensation term, \(V^1_{zz}[\hat n^R]=-CQ_{20}\int g_2\,dr/r\). Take Gaussians, \(g_L=r^Le^{-r^2/\sigma^2}/N_L\), with \(\sigma\) small enough that the tail beyond \(r_c\) is negligible. The substitution \(t=r^2/\sigma^2\) gives \(N_L=\int_0^\infty r^{2L+2}e^{-r^2/\sigma^2}dr=\tfrac12\Gamma(L+\tfrac32)\sigma^{2L+3}\). With \(\int_0^\infty re^{-r^2/\sigma^2}dr=\sigma^2/2\) and \(\Gamma(\tfrac72)=15\sqrt\pi/8\),

\[ V^1_{zz}[\hat n^R]=-\frac{4\sqrt\pi}{\sqrt5}\,\frac{8}{15\sqrt\pi}\,\frac{Q_{20}}{\sigma^5}=-\frac{32}{15\sqrt5}\,\frac{Q_{20}}{\sigma^5}. \tag{18} \]

The same amount is contained in \(\tilde V_{zz}\) and cancels in (1). Because of the factor \(\sigma^{-5}\), a small \(Q_{20}\) can give a term as large as the result, and the same \(Q_{2M}\) and \(g_2\) must be used in both places.

### Angular factors

For one electron in a real orbital the angular factor is \(-C\mathcal G^{20}_{aa}=-\oint Y_a^2(3u_z^2-1)d\Omega\). The p shell can be done as a tensor. With \(Y_a=\sqrt{3/4\pi}\,u_a\) and \(\langle u_au_bu_iu_j\rangle=(\delta_{ab}\delta_{ij}+\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi})/15\), which reproduces \(\tfrac15\), \(\tfrac1{15}\) and the zeros for odd powers,

\[ \oint Y_aY_b(3u_iu_j-\delta_{ij})d\Omega=3\left[3\langle u_au_bu_iu_j\rangle-\tfrac13\delta_{ab}\delta_{ij}\right]=\tfrac35(\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi})-\tfrac25\delta_{ab}\delta_{ij}. \]

For one p radial function, contraction with the symmetric \(3\times3\) block of \(D\) gives

\[ V^{1,pp}_{ij}=-\tfrac65\left(D_{ij}-\tfrac13\delta_{ij}\,\mathrm{Tr}\,D\right)\int_0^{r_c}\phi_p^2\,\frac{dr}{r}. \tag{19} \]

With several p radial functions the same expression is summed over their pairs. A \(p_z\) electron has the factor \(-\tfrac65\cdot\tfrac23=-\tfrac45\) for \(V_{zz}\), and a \(p_x\) or \(p_y\) electron \(+\tfrac25\). For \(d_{z^2}\), \(\langle(3u^2-1)^3\rangle=\tfrac{27}7-\tfrac{27}5+3-1=\tfrac{16}{35}\), and division by \(\langle(3u^2-1)^2\rangle=\tfrac45\) gives \(-\tfrac47\). For s with \(d_{z^2}\), \(\mathcal G^{20}=Y_{00}\oint Y_{20}^2\,d\Omega=1/\sqrt{4\pi}\), so the factor is \(-2/\sqrt5=-0.8944\), and it occurs twice in the sum over \(a,b\). An equally occupied shell gives zero: a rotation mixes the \(Y_{lm}\) by an orthogonal matrix, so \(\sum_mY_{lm}^2\) is rotation invariant, hence constant, hence orthogonal to \(Y_{2M}\). The angular factors are all of order one and do not single out p-p.

### Radial factors

A preference can come from the radial integrals or from the size of the blocks of \(D\). The radial part can be estimated as follows. For a bound state in a central potential \(v(r)\), \(w=r\phi\) obeys \(w''=Ww\) with \(W=l(l+1)/r^2+2v-2E\). Multiply by \(w'\) and integrate over all \(r\). For \(l\ge1\), \(w\sim r^{l+1}\) makes \(w'^2\) and \(Ww^2\) vanish at the origin, so \(0=[\tfrac12w'^2]=\int Www'dr=-\tfrac12\int W'w^2dr\). With \(W'=-2l(l+1)/r^3+2v'\),

\[ \langle r^{-3}\rangle=\frac{\langle v'\rangle}{l(l+1)}. \tag{20} \]

For \(v=-Z/r\), \(\langle v'\rangle=Z\langle r^{-2}\rangle\). The Coulomb levels \(E=-Z^2/2(n_r+l+1)^2\), with \(n_r\) radial nodes, come from the termination of a power series and hold for continuous \(l\). The Hellmann-Feynman theorem in \(l\) then gives \(Z^2/n^3=\langle(2l+1)/2r^2\rangle\) with \(n=n_r+l+1\), so

\[ \langle r^{-3}\rangle_{nl}=\frac{Z^3}{n^3\,l(l+\tfrac12)(l+1)}. \tag{21} \]

At equal \(n\) and \(Z\) the ratio of p to d is \((2\cdot\tfrac52\cdot3)/(1\cdot\tfrac32\cdot2)=5\). Quadrature for hydrogen gives 0.012346 and 0.002469 bohr\(^{-3}\) for 3p and 3d. The ratio refers to a pure Coulomb field at equal \(n\), and a compact d shell next to a diffuse p shell of higher \(n\) is outside it.

The s-d channel has the same power of \(r\) as p-p, but it needs off-diagonal elements \(D_{sd}\), that is s-d mixing within occupied orbitals, whereas p-p needs a population difference. In a Coulomb field its radial integral can also cancel. For \(Z=1\), substitution in the radial equation at \(E=-\tfrac1{18}\) confirms \(\phi_{3s}\propto(27-18r+2r^2)e^{-r/3}\) and \(\phi_{3d}\propto r^2e^{-r/3}\). With \(\int r^ke^{-br}dr=k!/b^{k+1}\) and \(1/b=\tfrac32\),

\[ \int\phi_{3s}\phi_{3d}\frac{dr}{r}\propto27\cdot\tfrac94-18\cdot2\cdot\tfrac{27}8+2\cdot6\cdot\tfrac{81}{16}=60.75-121.5+60.75=0. \]

Quadrature finds the 4p-4f integral zero to rounding as well, while 3s-4d is \(-2.53\times10^{-4}\) bohr\(^{-3}\). The cancellation is thus tied, in these cases, to equal principal quantum number in a pure Coulomb potential.

The p-p channel dominates when the traceless part of the p block of \(D\), times the p radial integral, exceeds the corresponding products of the other channels. By (19) it is zero when the p block is proportional to the unit matrix, and an ion with spherical s and p shells, no off-diagonal elements and an open d shell has a one-centre EFG that is purely d-d. At a site whose symmetry forbids a traceless symmetric tensor, cubic for instance, each channel vanishes separately.

### Worked example: the nitrogen molecule

The all-electron density is that of N\(_2\) at the PBE/cc-pVTZ level with \(d=2.1\) bohr, the rough size of the bond, and total energy \(-109.44678\) Ha. The spheres have \(r_c=1.0\) bohr, below \(d/2\). The five valence orbitals are treated by PAW and the 1s cores are merged with the nuclei into ions with \(Z_v=5\). The bond lies along \(z\), so \(V_{xx}=V_{yy}=-V_{zz}/2\).

The reference does not use (1). The potential of the valence electrons is computed from one-electron integrals at six points displaced by \(s\) from the nucleus, and \(V_{zz}=(2\partial_z^2-\partial_x^2-\partial_y^2)V/3\) is formed by central differences. Spherical terms cancel in this stencil and odd-\(L\) terms cancel between opposite points. The error of order \(s^2\) is removed by Richardson extrapolation from two step sizes. The valence electrons give \(-2.2013\), the other ion gives \(2\cdot5/2.1^3=+1.0798\), and the reference is \(V^{\rm ref}_{zz}=-1.1215\) a.u.

The pseudo-orbitals are made from the all-electron ones. In each sphere every radial component with \(l\le4\) is replaced by \(r^l\) times a quartic polynomial in \(r^2\) that matches its value and four derivatives at \(r_c\). The one-centre densities are Gaunt sums over these components, which is (12) for partial waves that span them, so the set is complete for \(l\le4\) and the cross term of (11) survives between \(l\le4\) and \(l>4\). Gaussian \(g_L\) with \(L\le6\) are used. The grid has \(120^3\) points, spacing 0.1050 bohr, box 12.60 bohr and \(G_{\max}=29.9\) bohr\(^{-1}\), with both nuclei on grid points. This construction tests the evaluation of the EFG. It is not a self-consistent PAW calculation.

The moments are \(Q_{00}=-1.3899\), \(Q_{10}=-0.0015\) and \(Q_{20}=+0.00098\) a.u., and \(\tilde n+\hat n\) integrates to \(-3.8\times10^{-5}\) electrons in the cell. For the two Gaussian widths, (1) reads

\[ \sigma=0.28:\quad-1.1443+(-1.4266)-(-0.9084)-(-0.5409)=-1.1216, \]

\[ \sigma=0.24:\quad-1.7725+(-1.4266)-(-0.9084)-(-1.1691)=-1.1216. \]

Both differ from the reference by \(-1.5\times10^{-4}\) a.u., and the numerical check asserts agreement within \(3\times10^{-3}\) a.u. with the reference and within \(10^{-3}\) a.u. between the widths. The compensation term is about half of the result for \(\sigma=0.28\) and slightly larger than the result for \(\sigma=0.24\), although \(Q_{20}\) is of order \(10^{-3}\). Equation (18) accounts for this: \(-0.954\times0.00098/0.28^5=-0.54\), and the ratio \(1.1691/0.5409=2.161\) equals \((0.28/0.24)^5=2.161\). The combination free of \(\sigma\) is \(-1.1443+0.5409=-1.7725+1.1691=-0.6034\), and the augmentation correction is \(-1.4266+0.9084=-0.5182\), or 46% of the total. That share depends on \(r_c\) and on how the orbitals are pseudised.

Direct quadrature of the full valence density in the sphere, with all \(l\), gives \(-1.4271\), which differs from the Gaunt sum by 0.0005 a.u. Everything outside the sphere, electrons and the other ion together, then gives \(-1.1215+1.4271=+0.3056\).

The bracket of (16) is tested by direct quadrature of one sphere's charge at the other nucleus, which lies along \(-z\). Without \(\hat n\) the result is \(+1.0627\), and with it \(1.2\times10^{-5}\) a.u. Equation (14) reproduces the first number. The monopole gives \(3.5449\times2\times1.3899/2.1^3=1.0640\), the dipole \(+2.047\times6\times(-0.0015)/2.1^4=-0.0009\), and the quadrupole \(-1.585\times12\times0.00098/2.1^5=-0.0005\), which sum to 1.0626.

The channels of the one-centre terms, in a.u., are as follows.

| channel | all-electron | all-electron minus pseudo |
|---|---|---|
| p-p | −1.2695 | −0.5444 |
| p-f | −0.0958 | −0.0050 |
| s-d | −0.0455 | +0.0313 |
| d-d | −0.0116 | −0.0000 |
| d-g | −0.0031 | −0.0000 |
| f-f | −0.0009 | −0.0000 |
| g-g | −0.0001 | −0.0000 |

The p-p channel is \(1.2695/1.4266=0.890\) of the all-electron one-centre term and 1.132 times the reference, the excess being offset by the positive contribution from outside the sphere. Its negative sign means, by (19), an excess of \(p_z\) over the mean of \(p_x\) and \(p_y\) when weighted with \(r^{-3}\). A fraction 0.72 of it arises within 0.5 bohr of the nucleus. The check asserts that p-p exceeds twice every other all-electron channel and is the largest difference channel. Against d-d, the lead of p-p in this molecule comes mainly from occupation: the sphere holds 1.19 valence electrons in p components and 0.013 in d components, while the mean \(r^{-3}\) per electron differs by a factor of about 4. With this \(r_c\) and this pseudisation, more than half of the p-p term, \(-1.2695+0.5444=-0.7251\), is present in the pseudo density and is carried by the plane waves. The dominance is therefore a statement about the density in the sphere, not about the augmentation correction outweighing the plane-wave part. The second largest all-electron channel is p-f, not s-d, despite its higher power of \(r\). Its all-electron and pseudo values nearly coincide. It arises in the outer part of the sphere: 16% of it comes from within 0.5 bohr and 41% from beyond 0.8 bohr. That it stems from the tails of the neighbour's orbitals is a conjecture consistent with this. In the difference column the order is reversed, and s-d is the leading correction to p-p, with opposite sign. The order and signs of the four leading channels persist in larger bases, but their sizes are not converged: with cc-pCVTZ and cc-pCVQZ the s-d difference grows to \(+0.040\) and \(+0.042\), the all-electron p-p term to \(-1.289\) and \(-1.292\), and the all-electron p-f term to \(-0.097\) and \(-0.109\) a.u.

### Finite projector sets

For finite sets the pseudo-orbitals are kept fixed, and \(K\) radial partial waves per \(l\le l_{\max}\) are taken as the leading singular vectors of the molecular radial components, so they are adapted to this molecule and are not atomic solutions. Their smooth partners come from the same polynomial matching. The projectors are \(\tilde p_a=f\sum_b(S^{-1})_{ab}\tilde\phi_b\) with \(f=1-r^2/r_c^2\) and \(S_{ab}=\int f\tilde\phi_a\tilde\phi_br^2dr\), which makes them dual to the \(\tilde\phi_b\). With errors defined as \((V_{zz}-V^{\rm ref}_{zz})/|V^{\rm ref}_{zz}|\), the sets \((l_{\max},K)=(1,1),(1,2),(2,2),(2,3)\) give \(-1.1679\), \(-1.1346\), \(-1.1037\) and \(-1.1137\) a.u., with errors \(-4.14\%\), \(-1.17\%\), \(+1.59\%\) and \(+0.69\%\). The check asserts bounds of 5% and 2% for the last two.

The error is not monotonic: adding d waves at \(K=2\) increases its magnitude. Without d waves the s-d pairs are absent from (17), so the s-d difference term is lost. The observed change, \(-1.1037+1.1346=+0.0309\), is close to that term, \(+0.0313\). The smaller error of the set (1,2) is thus a partial cancellation between the missing s-d term and errors of opposite sign. Likewise the sets with \(l_{\max}=2\) lack the p-f difference of \(-0.0050\), which is \(+0.45\%\) of the reference and the larger part of the \(+0.69\%\) left in the set (2,3). Convergence has to be examined in \(l_{\max}\) and in \(K\) separately.

### Core contribution, units and scope

The two core orbitals of the all-electron calculation, minus two spherical electrons on each nucleus, contribute \(-0.0145\) a.u. A frozen spherical core omits this. The all-electron value is \(-1.1215-0.0145=-1.1360\) a.u., so the omission is 1.3% of it in this basis. Neither the size nor the sign of this term is converged with the basis. With 1 a.u. \(=9.7174\times10^{21}\) V/m\(^2\), the PAW and all-electron values are \(-10.90\times10^{21}\) and \(-11.04\times10^{21}\) V/m\(^2\) in this basis; larger bases move them by up to \(0.3\times10^{21}\) and \(0.2\times10^{21}\) V/m\(^2\). The quadrupole coupling constant is \(C_Q=eQV_{zz}/h\), with \(V_{zz}\) the principal value of largest magnitude and \(Q\) the nuclear quadrupole moment. One barn times one atomic unit corresponds to 234.96 MHz. With the rough value \(Q\approx0.02\) barn for \(^{14}\)N, \(234.96\times0.02\times(-1.1216)=-5.3\) MHz, and the all-electron value rounds to the same figure. A one-figure \(Q\) supports no more than about \(-5\) MHz.

The four decimals quoted above serve the comparison of two evaluations on one density. The density itself has the basis-set error of cc-pVTZ near the nucleus, which is large enough to decide the sign of the core term: with cc-pCVTZ the valence-plus-ion value is \(-1.1353\) and the core term \(+0.0163\) a.u., and with cc-pCVQZ they are about \(-1.152\) and \(+0.020\) a.u. The all-electron total is thus \(-1.136\), \(-1.119\) and \(-1.131\) a.u. in the three bases, so as a property of the molecule it is known here to about 0.02 a.u. The density also leaves out exchange and correlation beyond PBE, vibrational averaging, relativity and the finite nuclear size, at a bond length fixed to two figures.

## Computed values

```
sqrt(16 pi/5) = 3.17066
model L=0 r^0exp(-2r^2): Vzz plane wave -0.00000, radial +0.00000 a.u.
model L=1 r^1exp(-2r^2): Vzz plane wave -0.00000, radial +0.00000 a.u.
model L=2 r^2exp(-2r^2): Vzz plane wave -0.79270, radial -0.79267 a.u.
model L=2 r^4exp(-2r^2): Vzz plane wave -0.39639, radial -0.39633 a.u.
model L=3 r^3exp(-2r^2): Vzz plane wave +0.00000, radial +0.00000 a.u.
model L=4 r^4exp(-2r^2): Vzz plane wave -0.00000, radial +0.00000 a.u.
model xz exp(-2r^2): Vxz plane wave -0.62830, radial -0.62832 a.u.
angular factors: pz-pz -0.8000, px-px 0.4000, dz2-dz2 -0.5714, s-dz2 -0.8944
H <r^-3>: 3p 0.012346, 3d 0.002469 bohr^-3, ratio 5.000
H: 3s-3d 3.9e-19, 4p-4f -6.8e-21, 3s-4d -2.53e-04 bohr^-3
N2 PBE/cc-pVTZ: d = 2.1 bohr, rc = 1.0 bohr, Zv = 5.0, E = -109.44678 Ha
grid 120^3, spacing 0.1050 bohr, box 12.60 bohr, Gmax 29.9 1/bohr
reference Vzz: valence -2.2013, other ion +1.0798, sum -1.1215 a.u.
core polarisation (absent with spherical cores) -0.0145 a.u.
multipoles: Q0 -1.3899, Q1 -0.0015, Q2 +0.00098 a.u.; net cell charge -3.8e-05 e
sigma 0.28 bohr: pw -1.1443, AE -1.4266, PS -0.9084, comp -0.5409 a.u.
   PAW Vzz -1.1216 a.u., minus reference -1.5e-04 a.u.
sigma 0.24 bohr: pw -1.7725, AE -1.4266, PS -0.9084, comp -1.1691 a.u.
   PAW Vzz -1.1216 a.u., minus reference -1.5e-04 a.u.
in-sphere AE direct -1.4271, outside sphere +0.3056 a.u.
neighbour sphere Vzz: without nhat +1.0627, with nhat +1.2e-05 a.u.
channel sd: AE -0.0455, AE-PS +0.0313 a.u.
channel pp: AE -1.2695, AE-PS -0.5444 a.u.
channel pf: AE -0.0958, AE-PS -0.0050 a.u.
channel dd: AE -0.0116, AE-PS -0.0000 a.u.
channel dg: AE -0.0031, AE-PS -0.0000 a.u.
channel ff: AE -0.0009, AE-PS -0.0000 a.u.
channel gg: AE -0.0001, AE-PS -0.0000 a.u.
pp share of on-site AE 0.890, of reference 1.132
fraction of AE pp from r < 0.5 bohr 0.72
projectors lmax=1, K=1: Vzz -1.1679 a.u., error -4.14 %
projectors lmax=1, K=2: Vzz -1.1346 a.u., error -1.17 %
projectors lmax=2, K=2: Vzz -1.1037 a.u., error +1.59 %
projectors lmax=2, K=3: Vzz -1.1137 a.u., error +0.69 %
1 a.u. EFG = 9.7174e21 V/m^2; e*barn*a.u./h = 234.96 MHz
PAW Vzz -1.1216 a.u. = -10.899e21 V/m^2
all-electron Vzz -1.1360 a.u. = -11.039e21 V/m^2
C_Q with rough Q = 0.02 barn: PAW -5.3, all-electron -5.3 MHz
```
